# Magnetic Feshbach resonance: scattering length and bound-state crossover from two channels

## 1. Definitions and conventions

Two atoms with reduced mass \(m_r\) collide in an s wave in a static magnetic field \(B\). They enter in the open channel, whose pair of separated atoms has magnetic moment \(\mu_o\). A second spin state of the pair, the closed channel, has moment \(\mu_c\) and supports a bound state \(\phi\). Moments are defined by \(\mu=-dE/dB\).

All energies below are measured from the open-channel threshold at the same field. The absolute threshold energy is \(E_o(0)-\mu_oB\) and that of the uncoupled closed state is \(E_\phi(0)-\mu_cB\). Their difference is the bare energy

\[
E_c(B)=E_\phi(0)-E_o(0)+(\mu_o-\mu_c)B=\delta\mu\,(B-B_c),\qquad \delta\mu=\mu_o-\mu_c .
\]

The bare crossing field is \(B_c=-[E_\phi(0)-E_o(0)]/\delta\mu\). If the moments were equal, the field would not move the closed state relative to threshold and would not tune the scattering in this model.

The assumptions are:

- Both Zeeman energies are linear, and the coupling is independent of \(B\), over the field window considered.
- One closed-channel state is kept. The closed channel has no open decay path.
- The open-channel potential \(V(r)\) and the coupling are negligible beyond a few times a length \(r_0\), which sets the scale of their range.

The open-channel wave function has the radial part \(u(r)/r\) with \(u(0)=0\), and \(c\) is the amplitude of \(\phi\). Let \(w(r)\) be the real radial function of \(W\phi\), where \(W\) couples the channels. With

\[
H_o=-\frac{\hbar^2}{2m_r}\frac{d^2}{dr^2}+V(r),
\]

projecting the Schrödinger equation onto each channel gives

\[
(E-H_o)u(r)=w(r)\,c,\qquad (E-E_c)\,c=\int_0^\infty w(r)u(r)\,dr. \tag{1}
\]

The scattering length \(a\) is defined by the zero-energy tail \(u\to r-a\). Its value without coupling is \(a_{bg}\).

## 2. The scattering length

### Green function at threshold

Two solutions of \(H_ou=0\) are needed. The regular one, \(u_0\), vanishes at the origin and tends to \(r-a_{bg}\). The other, \(f_0\), tends to 1. Because the equation has no first-derivative term, their Wronskian is constant, and its value can be read off at large \(r\):

\[
u_0'f_0-u_0f_0'=1\cdot1-(r-a_{bg})\cdot0=1 .
\]

The Green function that satisfies \((0-H_o)G_0=\delta(r-r')\) is

\[
G_0(r,r')=-\frac{2m_r}{\hbar^2}\,u_0(r_<)f_0(r_>), \tag{2}
\]

where \(r_<\) and \(r_>\) are the smaller and larger of \(r,r'\). To check the factor and sign, integrate the defining equation across \(r=r'\): the jump of \(\partial_rG_0\) must be \(2m_r/\hbar^2\). Equation (2) gives the jump

\[
-\frac{2m_r}{\hbar^2}(u_0f_0'-u_0'f_0)=\frac{2m_r}{\hbar^2},
\]

as required. \(G_0\) vanishes at the origin and becomes constant at large \(r\), so adding it to \(u_0\) leaves the slope of the tail equal to one.

### Elimination of the closed state

The first equation of (1) at \(E=0\) has the solution

\[
u(r)=u_0(r)+c\int_0^\infty G_0(r,r')w(r')\,dr'. \tag{3}
\]

Define a coupling integral and a level shift,

\[
A=\int_0^\infty w\,u_0\,dr,\qquad S=-\iint w(r)G_0(r,r')w(r')\,dr\,dr'. \tag{4}
\]

With \(u_0\) in metres, \(A\) has the unit J m\(^{3/2}\), and \(S\) is an energy. Inserting (3) into the second equation of (1) gives

\[
-E_c\,c=A-S\,c\quad\Longrightarrow\quad c=-\frac{A}{E_c-S}.
\]

Beyond the range of \(w\), the point \(r\) is always the larger argument and \(f_0(r)=1\). The integral in (3) then equals \(-(2m_r/\hbar^2)A\), and

\[
u\to r-a_{bg}-\frac{2m_rA}{\hbar^2}\,c
=r-a_{bg}+\frac{2m_rA^2}{\hbar^2}\frac{1}{E_c-S}.
\]

Comparison with \(r-a\) yields

\[
a=a_{bg}-\frac{2m_rA^2}{\hbar^2}\frac{1}{E_c-S}. \tag{5}
\]

The field enters through \(E_c-S=\delta\mu(B-B_c)-S=\delta\mu(B-B_0)\). For \(a_{bg}\ne0\), the result is therefore

\[
\boxed{a(B)=a_{bg}\left(1-\frac{\Delta}{B-B_0}\right)},\qquad
B_0=B_c+\frac{S}{\delta\mu},\qquad
\Delta=\frac{2m_rA^2}{\hbar^2a_{bg}\,\delta\mu}. \tag{6}
\]

No expansion in the coupling was made: within the stated model, (6) is exact at zero collision energy. The pole lies at \(B_0\), not at the bare crossing, and the zero of \(a\) lies at \(B_0+\Delta\). The width is signed. From (6),

\[
a_{bg}\,\Delta\,\delta\mu=\frac{2m_rA^2}{\hbar^2}>0\qquad(A\neq0), \tag{7}
\]

so \(\Delta\) has the sign of \(a_{bg}\delta\mu\). If \(a_{bg}=0\), equation (5) remains valid, but the parametrization by \(\Delta\) does not.

At \(B=B_0\) a solution with unit slope no longer exists. Instead \(u=c\int G_0w\,dr'\) with \(c\ne0\) solves both equations, and its tail is constant. This is a state exactly at threshold, the point from which the bound state emerges.

## 3. The bound state near threshold

Write \(E=-\hbar^2\kappa^2/(2m_r)\) with \(\kappa>0\). The open-channel function must decay as \(e^{-\kappa r}\). This requires the Green function below threshold, to first order in \(\kappa\).

Let \(f_\kappa\) be the solution with tail \(e^{-\kappa r}\). The energy enters the differential equation as \(\kappa^2\), so to first order \(f_\kappa\) is a combination of the two threshold solutions at finite \(r\). Matching to \(e^{-\kappa r}=1-\kappa r+O(\kappa^2)\) just outside the potential fixes the coefficients:

\[
f_\kappa=(1-\kappa a_{bg})f_0-\kappa u_0+O(\kappa^2).
\]

Indeed the right side tends to \(1-\kappa a_{bg}-\kappa(r-a_{bg})=1-\kappa r\). The regular solution can be normalized as \(u_\kappa=u_0+O(\kappa^2)\). The part of \(f_\kappa\) proportional to \(u_0\) drops out of the Wronskian, which is \(1-\kappa a_{bg}+O(\kappa^2)\). Dividing by it gives

\[
\begin{aligned}
G_E(r,r')&=-\frac{2m_r}{\hbar^2}\frac{u_\kappa(r_<)f_\kappa(r_>)}{1-\kappa a_{bg}}+O(\kappa^2)\\
&=G_0(r,r')+\frac{2m_r}{\hbar^2}\frac{\kappa}{1-\kappa a_{bg}}u_0(r)u_0(r')+O(\kappa^2). 
\end{aligned}\tag{8}
\]

For \(\kappa|a_{bg}|\ll1\), the denominator may be set to one: the correction \(a_{bg}\kappa^2\) is of the same order in \(\kappa\) as terms already dropped.

A bound state has no incoming part, so \(u=c\int G_Ew\,dr'\). The second equation of (1), divided by \(c\), becomes

\[
E-E_c=\iint wG_Ew\,dr\,dr'
=-S+\frac{2m_rA^2}{\hbar^2}\kappa+O(\kappa^2).
\]

Move \(S\) to the left and insert \(E\):

\[
\delta\mu(B-B_0)=E_c-S=-\frac{\hbar^2\kappa^2}{2m_r}-\frac{2m_rA^2}{\hbar^2}\kappa .
\]

Now divide by \(-a_{bg}\Delta\,\delta\mu\), which equals \(-2m_rA^2/\hbar^2\) by (7). With

\[
x=-\frac{B-B_0}{a_{bg}\Delta}=\frac{1}{a-a_{bg}},\qquad
R_*=\frac{\hbar^2}{2m_ra_{bg}\Delta\,\delta\mu}=\frac{\hbar^4}{4m_r^2A^2}>0,
\]

the bound-state equation is

\[
\boxed{\kappa+R_*\kappa^2=x}. \tag{9}
\]

The linear term comes from the open-channel tail and the quadratic term from the energy of the closed state. The neglected terms add \(\ell\kappa^2\) to the left side. The length \(\ell\) depends on \(V\) and on the shape of \(w\), but not on the coupling strength, because it is a term of \(\iint wG_Ew\) divided by \(A^2\). It is of order \(r_0\) when \(|a_{bg}|\) is at most comparable with \(r_0\) and \(A\) is not made small by cancellation between positive and negative parts of \(wu_0\). If \(A\) is small in this way, \(\ell\) can be much larger than \(r_0\): with the \(w\) of Section 5 and an attractive Gaussian of depth 14 in the energy unit used there, \(a_{bg}=0.05\,r_0\) while \(\ell\) is several hundred \(r_0\). The crossover formulas below therefore need \(|\ell|\ll R_*\), in addition to the conditions stated with them.

For \(x>0\) there is one positive root,

\[
\kappa=\frac{\sqrt{1+4R_*x}-1}{2R_*}=\frac{2x}{1+\sqrt{1+4R_*x}}. \tag{10}
\]

The second form avoids subtracting nearly equal numbers when \(R_*x\) is small. For \(x<0\), real roots have the negative sum \(-1/R_*\) and the positive product \(-x/R_*\), so neither is positive. The weakly bound state thus exists where \(\delta\mu(B-B_0)<0\), on the side where \(a\to+\infty\).

## 4. From quadratic to linear dependence

Equation (9) gives \(R_*\kappa^2=x-\kappa\) and \(x/\kappa=1+R_*\kappa\). Since \(\hbar^2/(2m_rR_*)=a_{bg}\Delta\,\delta\mu\), the energy can be written

\[
E=-a_{bg}\Delta\,\delta\mu\,(x-\kappa)
=\delta\mu(B-B_0)\,\frac{R_*\kappa}{1+R_*\kappa}. \tag{11}
\]

**Near the pole,** \(R_*x\ll1\), one iteration of \(\kappa=x-R_*\kappa^2\) gives \(\kappa\simeq x-R_*x^2\), and hence

\[
E\simeq-\frac{\hbar^2(B-B_0)^2}{2m_r(a_{bg}\Delta)^2}\,(1-2R_*x). \tag{12}
\]

The correction \(-2R_*x\) is reliable only if \(R_*\gg r_0,|a_{bg}|\), because the terms neglected in (9) are also of order \(\kappa^2\). The leading term is \(-\hbar^2/[2m_r(a-a_{bg})^2]\), which becomes the universal form \(-\hbar^2/(2m_ra^2)\) when \(a\gg|a_{bg}|\). The condition \(R_*x\ll1\) means \(a-a_{bg}\gg R_*\). A scattering length much larger than \(r_0\) is not sufficient when \(R_*\) is itself much larger than \(r_0\).

**Farther away,** \(R_*x\gg1\), the quadratic term dominates (9), so \(\kappa\simeq\sqrt{x/R_*}\). From the first form of (11),

\[
E=\delta\mu(B-B_0)\left(1-\frac{\kappa}{x}\right)
\simeq\delta\mu(B-B_0)\left[1-\frac{1}{\sqrt{R_*x}}\right]. \tag{13}
\]

The approach to the line is slow: at \(R_*x=100\) the correction is still about 10 % of the line's value. The derivation of (13) also assumes \(\kappa r_0\ll1\) and \(\kappa|a_{bg}|\ll1\). Together with \(R_*\kappa\gg1\), this leaves a window only if \(R_*\gg r_0,|a_{bg}|\), the narrow-resonance case. For a broad resonance, (9) still gives \(\kappa\simeq x\) close enough to the pole, but it does not describe the full crossover.

### Weight, magnetic moment and exponent

Let \(Z=c^2\) for the normalized bound state, \(c^2+\int u^2dr=1\). In the Hamiltonian only \(E_c\) depends on \(B\), so the Hellmann–Feynman theorem gives \(dE/dB=\delta\mu\,Z\). Equation (9) gives this derivative to its own accuracy, with \(dx/d\kappa=1+2R_*\kappa\) and \(dx/dB=-1/(a_{bg}\Delta)\):

\[
\frac{dE}{dB}=\left(-\frac{\hbar^2\kappa}{m_r}\right)
\frac{-1}{a_{bg}\Delta(1+2R_*\kappa)}
=\delta\mu\,\frac{2R_*\kappa}{1+2R_*\kappa}.
\]

The last step uses \(\hbar^2/(m_ra_{bg}\Delta)=2R_*\delta\mu\). Therefore

\[
Z=\frac{2R_*\kappa}{1+2R_*\kappa}. \tag{14}
\]

Adding the threshold energy restores the absolute energy. Its negative slope is the molecular moment, \(\mu_o-Z\delta\mu=(1-Z)\mu_o+Z\mu_c\). Near the pole the molecule has nearly the moment of the free pair; in the linear regime it has nearly that of the closed channel.

The local power of the field dependence is

\[
p=\frac{d\ln|E|}{d\ln|B-B_0|}
=2\,\frac{x}{\kappa}\frac{d\kappa}{dx}
=\frac{2(1+R_*\kappa)}{1+2R_*\kappa}. \tag{15}
\]

It falls from 2 to 1. A natural crossover point is \(R_*\kappa=1/2\), where \(Z=1/2\) and \(p=3/2\). There \(x=(1/2)(3/2)/R_*\), so

\[
|B-B_0|_\times=\frac{3|a_{bg}\Delta|}{4R_*},\qquad
E_\times=-\frac{\hbar^2}{8m_rR_*^2}. \tag{16}
\]

The change is gradual. Equation (15) gives \(p=1.9\) at \(R_*\kappa=0.056\) and \(p=1.1\) at \(R_*\kappa=4.5\). The corresponding values of \(R_*x=R_*\kappa(1+R_*\kappa)\) are 0.059 and 24.75, a factor of about 420 in field distance.

## 5. Worked example

The parameters are round model values: two atoms of 40 u, \(r_0=4\) nm, \(\delta\mu=2\mu_B\) and \(B_c=20\) mT. The open channel has the barrier \(V=V_0e^{-r^2/r_0^2}\) with \(V_0/h=30\) MHz. The closed state is the ground state of a harmonic well, with radial function proportional to \(re^{-r^2/(2r_0^2)}\). The coupling is \(W_0e^{-r^2/(2r_0^2)}\) with \(W_0/h=8\) MHz. Normalizing the closed state gives

\[
w(r)=\frac{2W_0}{\pi^{1/4}r_0^{3/2}}\,r\,e^{-r^2/r_0^2}.
\]

Integration of the threshold equations yields \(a_{bg}=2.037\) nm, \(S/h=842.4\) kHz and \(\Delta=46.12\) μT. With \(\delta\mu/h=27.99\) kHz/μT, the pole is displaced by

\[
B_0-B_c=\frac{842.4}{27.99}\ \mu\mathrm{T}=30.1\ \mu\mathrm{T}.
\]

The energy unit \(\hbar^2/(2m_rr_0^2)\), divided by \(h\), is 15 793 kHz. Hence

\[
R_*=\frac{15\,793\times4^2}{2.037\times46.12\times27.99}\ \mathrm{nm}=96.1\ \mathrm{nm},
\]

which is 24 times \(r_0\): the resonance is narrow. Equation (16) places the crossover at

\[
B_0-B=\frac{3\times2.037\times46.12}{4\times96.1}\ \mu\mathrm{T}=0.73\ \mu\mathrm{T},
\]

or 1.6 % of \(\Delta\).

At \(B-B_0=-0.1\Delta\), the scattering length is \(2.037(1+10)=22.4\) nm. Its sensitivity there is \(da/dB=a_{bg}\Delta/(B-B_0)^2=4.4\) nm/μT, which sets the field stability needed for a desired accuracy in \(a\).

The bound energies below come from diagonalizing the coupled Hamiltonian and, separately, from (10). The first column is the distance from the pole in units of the crossover distance.

| Distance | \(E/h\), diag. (kHz) | \(E/h\), (10) (kHz) | \(Z\), diag. | \(p\), diag. |
|---:|---:|---:|---:|---:|
| 0.01 | −0.001518 | −0.001517 | 0.015 | 1.99 |
| 0.1 | −0.1347 | −0.1345 | 0.123 | 1.88 |
| 1 | −6.89 | −6.84 | 0.504 | 1.50 |
| 10 | −144.5 | −142.8 | 0.831 | 1.18 |
| 100 | −1854 | −1830 | 0.955 | 1.06 |

At the crossover the line \(\delta\mu(B-B_0)/h\) is −20.5 kHz. Equation (11) multiplies it by \((1/2)/(3/2)=1/3\), giving −6.84 kHz. The quadratic law would give −15.4 kHz. Also at this field \(a=130\) nm, more than 30 times \(r_0\), yet the decay length \(1/\kappa\) is 191 nm. The universal relation \(1/\kappa\simeq a\) fails because \(a\) is not much larger than \(R_*\).

The difference between diagonalization and (10) comes from the terms of order \(\kappa^2\) neglected in (9). Inserting the diagonalized \(\kappa\) into (9) leaves a remainder of \(-0.33\,r_0\kappa^2\), both at the crossover and at ten times its distance. It acts as a replacement of \(R_*\) in (9) by \(96.07-0.331\times4=94.75\) nm. With this length, (10) gives \(E/h=-1854\) kHz in the last row, which was not used to find the coefficient; diagonalization gives the same value. In the linear regime, \(|E|\) grows by about \(1.3/96.1=1.4\) %, close to the 1.3 % difference in the last row. The coefficient \(-0.33\) belongs to this model and must be recomputed for another potential.

## 6. Numerical checks and limits of use

Equation (6) was tested against direct solutions of (1) at five fields for each of three backgrounds: the barrier above and attractive Gaussians of depth 1 and 6 in the energy unit. Agreement was required to one part in \(10^6\) of \(|a_{bg}|+|a|\). For the shallower attraction \(a_{bg}<0\), so \(\Delta<0\) by (7). A further test found no bound state one crossover distance above \(B_0\) in the barrier example.

Three restrictions matter in applications.

**Deep binding.** Equation (13) must not be extrapolated to arbitrary depth. When \(|E|\) is much larger than all energies of \(H_o\) that contribute appreciably to \(w\), \(G_E\simeq1/E\), and the bound-state condition becomes \(E-E_c\simeq\int w^2dr/E\to0\). The level then approaches the bare line through \(B_c\), not the parallel line through \(B_0\). In the one-state equations of the example, at \(E_c/h=-3159\) MHz, the remaining downward shift is 0.8 % of \(S\). This value only illustrates the limit of (1): it lies 113 mT below \(B_c=20\) mT, beyond zero field, and the next level of the harmonic closed well already reaches threshold 2.3 mT below \(B_c\). At \(B=0\), where \(E_c/h=-560\) MHz, the one-state shift is still 4 % of \(S\).

**Large background scattering length.** If \(|a_{bg}|\gg r_0\), the condition \(\kappa r_0\ll1\) is not enough to drop the denominator in (8); it must be kept unless \(\kappa|a_{bg}|\ll1\). Equation (9) is then replaced, at leading order in \(\kappa r_0\) and provided \(|1-\kappa a_{bg}|\gg\kappa r_0\), by

\[
\frac{\kappa}{1-\kappa a_{bg}}+R_*\kappa^2=x. \tag{17}
\]

When \(R_*\kappa^2\) is negligible, this gives \(1/\kappa=a_{bg}+1/x=a\). For large positive \(a_{bg}\), the pole at \(\kappa=1/a_{bg}\) represents, up to a range correction, a weakly bound state of the background itself. The two levels then repel, and the derivation of the simple crossover formulas (10)–(16) covers only \(\kappa|a_{bg}|\ll1\). Equation (17) was not tested numerically here.

**Other closed-channel states.** Retaining the complete harmonic closed channel changes the distance between the pole and the zero of \(a\) by −0.033 %, relative to the one-state \(\Delta\). At half the coupling the change is −0.008 %. This is consistent with a relative correction proportional to \(W_0^2\), as expected when distant closed states modify the open-channel interaction in second order. The size of the correction belongs to this example; a second closed state near threshold requires its own amplitude in (1).

For an implementation, integrate \(u_0\) outward to obtain \(a_{bg}\), integrate \(f_0\) inward, and evaluate (4). Then use (6) for \(a(B)\) and the second form of (10) for \(\kappa\). A direct diagonalization needs a radial box several times longer than \(1/\kappa\), which is already 12.9 μm at the smallest field distance in the table. The complete set of values is given in the numerical output.

## Numbers as computed

```
atom mass 40 u, range r0 4.0 nm
barrier/h 30.0 MHz, coupling/h 8.0 MHz
energy unit hbar^2/(2 m_r r0^2)/h = 15.7931 MHz
dmu = 2.0 Bohr magnetons, dmu/h = 27.9925 kHz/uT
bare crossing B_c = 20.0000 mT
level shift S/h = 0.84236 MHz
a_bg = 2.0374 nm
Delta = 46.1185 uT
B0 = 20.030092 mT, B0 - B_c = 30.0924 uT
Rstar = 96.069 nm, Rstar/r0 = 24.017
crossover distance B0 - B = 0.73357 uT
scattering length: (B-B0)/Delta, B-B0 (uT), a direct (nm), a law (nm)
   -2.0   -92.2369     3.0562     3.0562
   -0.5   -23.0592     6.1123     6.1123
   -0.1    -4.6118    22.4119    22.4119
    0.1     4.6118   -18.3370   -18.3370
    0.5    23.0592    -2.0374    -2.0374
    1.0    46.1185     0.0000     0.0000
    3.0   138.3554     1.3583     1.3583
bound energy E/h in kHz: (B0-B)/crossover, B0-B (uT),
  diagonalized, kappa equation, quadratic law, line dmu(B-B0)
    0.01   0.00734   -0.0015177   -0.0015174   -0.0015401     -0.20534
    0.10   0.07336     -0.13472     -0.13449     -0.15401      -2.0534
    1.00   0.73357      -6.8923      -6.8448      -15.401      -20.534
   10.00   7.33565      -144.46      -142.81      -1540.1      -205.34
  100.00  73.35653      -1853.9      -1829.6  -1.5401e+05      -2053.4
state: (B0-B)/crossover, Z diag., Z law, exponent diag., law,
  1/kappa (nm), a (nm), kappa*r0
    0.01 0.0147 0.0147 1.9855 1.9853       12903       12811 0.00031
    0.10 0.1232 0.1229 1.8785 1.8771      1369.5        1283 0.00292
    1.00 0.5043 0.5000 1.5026 1.5000      191.48      130.13 0.02089
   10.00 0.8307 0.8204 1.1809 1.1796      41.824      14.847 0.09564
  100.00 0.9552 0.9424 1.0579 1.0576      11.675      3.3184 0.34262
neglected term / (r0 kappa^2): -0.3308, -0.3332
slope/dmu at crossover: 0.5043, eigenvector weight 0.5043
deep level: bare E_c/h = -3158.62 MHz, remaining shift/S = 0.0083
full closed channel changes Delta by -0.033 %,
  at half the coupling by -0.008 %
```
